# Fourfold Second-Harmonic Anisotropy of Silicon (100): Surface Dipole and Bulk Quadrupole

## What a wrong assignment costs

Suppose that a silicon (100) wafer is rotated about its normal after a wet clean, and the reflected second-harmonic (SH) light rises and falls four times per turn. If this modulation is credited to the surface bonds, its strength is read as a measure of surface order. Yet a surface with fourfold symmetry has no such modulation in its dipole response. The pattern may come from the crystal underneath, or from terraces that lack fourfold symmetry individually. The possible contributions are taken below one at a time and then compared.

**Conventions.** The \(z\) axis points into silicon, \(x\) lies in the plane of incidence and \(y\) is the s direction. The azimuth \(\phi\) is measured from [100] to the plane of incidence. The pump is an undepleted plane wave, \(\mathbf E(t)=\mathbf Ee^{-i\omega t}+\text{c.c.}\), incident at angle \(\theta\). With \(k_1=\omega/c_{\rm light}\), \(k_2=2k_1\), \(s=\sin\theta\) and \(c=\cos\theta\), define

\[
w=\sqrt{\varepsilon_1-s^2},\qquad W=\sqrt{\varepsilon_2-s^2},
\]

where \(\varepsilon_1=n_1^2\) and \(\varepsilon_2=n_2^2\) are the permittivities at \(\omega\) and \(2\omega\). The algebra uses atomic units, so a polarization enters Maxwell's equations as \(4\pi\mathbf P\).

## Contribution 1: the surface dipole

The local surface response is \(P_i=\chi_{ijk}E_jE_k\). Linear optics is taken as isotropic about \(z\). This holds for a cubic bulk without spatial dispersion, whose permittivity is a scalar. Then \(\phi\) enters only through the components of \(\chi\) in the beam frame.

Use circular components, labelled \(a=+1,0,-1\). A rotation about \(z\) multiplies each index by a phase:

\[
\chi'_{abc}(\phi)=e^{im\phi}\chi_{abc},\qquad m=a+b+c,\quad |m|\le 3 .
\]

A fourfold axis requires \(\chi'(\pi/2)=\chi\), so a nonzero component needs \(e^{im\pi/2}=1\), that is, \(m=0,\pm4,\dots\). Three indices reach only \(|m|=3\), which leaves \(m=0\). **The surface dipole response is therefore independent of azimuth**, for any polarizations and for complex \(\chi\).

The surviving elements follow from \(m=0\). If \(P_z\) is the output, the two field indices must cancel, which allows \(E_z^2\) and \(E_x^2+E_y^2\). If the output lies in the plane, one field index must be in the plane and the other must be \(z\), because three indices \(\pm1\) have an odd sum and a single one, with both field indices \(z\), gives \(m=\pm1\). The mirrors of \(C_{4v}\) exclude the term \(E_z\,\hat{\mathbf z}\times\mathbf E\). Hence

\[
P_{x,y}=2\chi_{xxz}E_{x,y}E_z,\qquad
P_z=\chi_{zzz}E_z^2+\chi_{zxx}(E_x^2+E_y^2).
\]

For a random complex \(C_{4v}\) tensor and an elliptically polarized pump, the computed relative spread over azimuth was \(3\times10^{-14}\). A random \(C_{3v}\) tensor gave 0.20, since \(m=\pm3\) is then allowed.

A static field along the normal adds \(\chi_{ijkz}E_jE_kE_z^{\rm dc}\). One index is fixed at \(z\) and contributes nothing to \(m\), so the proof carries over: this term changes the isotropic amplitude alone. A static field in the plane has no such protection.

## Contribution 2: the bulk gradient response

Inversion reverses \(\mathbf P\) and \(\mathbf E\) but leaves \(E_jE_k\) unchanged, so the bulk dipole term vanishes. The next term is \(P_i=\Gamma_{ijkl}E_j\partial_kE_l\), which contains the electric-quadrupole and magnetic-dipole responses. Cubic mirrors require each axis label to occur an even number of times, leaving the types \(xxxx\), \(xxyy\), \(xyxy\) and \(xyyx\). The corresponding four terms are

\[
E_i\nabla\!\cdot\!\mathbf E,\quad(\mathbf E\cdot\nabla)E_i,\quad
\gamma\,\partial_i(\mathbf E\cdot\mathbf E),\quad \zeta E_i\partial_iE_i ,
\]

where the last is written in cubic axes without summation. For one transverse wave \(e^{i\mathbf q\cdot\mathbf r}\), \(\mathbf q\cdot\mathbf E=0\) removes the first two. What remains is

\[
P_i=2i\gamma q_i\,\mathbf E\cdot\mathbf E+i\zeta q_iE_i^2 .
\]

The \(\gamma\) term contains only vectors and is isotropic. To rotate the \(\zeta\) term, write \(C=\cos\phi\), \(S=\sin\phi\). The beam axes in the crystal are \(\hat{\mathbf x}=(C,S,0)\) and \(\hat{\mathbf y}=(-S,C,0)\), and \(\mathbf q=(q_xC,q_xS,q_z)\).

For an s-polarized pump, \(\mathbf E=E_s(-S,C,0)\), so the crystal components are \(\mathbf P=i\zeta q_xE_s^2(CS^2,SC^2,0)\). Projection gives

\[
P_x=i\zeta q_xE_s^2\,2S^2C^2=i\zeta q_xE_s^2\,\frac{1-\cos4\phi}{4},
\]
\[
P_y=i\zeta q_xE_s^2\,SC(C^2-S^2)=i\zeta q_xE_s^2\,\frac{\sin4\phi}{4}.
\]

For a p-polarized pump, \(\mathbf E=(E_xC,E_xS,E_z)\), and the same projection gives

\[
P_x=i\zeta q_xE_x^2(C^4+S^4)=i\zeta q_xE_x^2\,\frac{3+\cos4\phi}{4},
\]
\[
P_y=i\zeta q_xE_x^2\,SC(S^2-C^2)=-i\zeta q_xE_x^2\,\frac{\sin4\phi}{4},
\qquad P_z=i\zeta q_zE_z^2 .
\]

Every fourfold part contains \(q_x\) and vanishes at normal incidence. The reason is again the index count: a gradient along \(z\) fixes one of the four indices at \(z\), and three cannot reach \(m=4\). The same count makes the boundary sheet isotropic where a bulk quadrupole density ends at the surface.

## Radiation: why a weak bulk term competes

**s-polarized output.** A sheet \(P_y\) at depth \(z_0\) obeys \(E_y''+Q^2E_y=-4\pi k_2^2P_y\delta(z-z_0)\), with \(Q=k_2W\). Insert \(E_y=Ae^{iQ|z-z_0|}\). The slope jump \(2iQA=-4\pi k_2^2P_y\) gives \(A=2\pi ik_2P_y/W\). Multiplying by the exit factor \(2W/(W+c)\) gives

\[
E_s=\frac{4\pi ik_2}{W+c}P_y\,e^{iQz_0}.
\]

**p-polarized output.** Maxwell's equations give \(H_y''+Q^2H_y=4\pi ik_2(\partial_zP_x-ik_2sP_z)\). With the Green function \(e^{iQ|z-z'|}/(2iQ)\), and the derivative moved onto it by parts, the upward wave just above the sheet is \(H_y=-2\pi ik_2(WP_x+sP_z)/W\). Continuity of \(H_y\) and \(E_x\) gives the exit factor \(2W/(W+\varepsilon_2c)\). In vacuum the p vector \((c,0,s)\) has \(H_y=-E_p\), so

\[
E_p=\frac{4\pi ik_2}{W+\varepsilon_2c}\,(WP_x+sP_z)\,e^{iQz_0}.
\]

The surface sheet is placed just inside silicon, \(z_0=0^+\). The bulk source varies as \(e^{2iq_zz}\), with \(2q_z=k_2w\), and its depth integral is

\[
\int_0^\infty e^{i(2q_z+Q)z}dz=\frac{i}{k_2(w+W)} .
\]

Since \(q_x=k_2s/2\), the product \(i\zeta q_x\cdot i/[k_2(w+W)]\) equals \(-\zeta s/[2(w+W)]\). The wavenumber of the gradient has cancelled against the collection depth. This is why the bulk term is not suppressed by a further factor of atomic size over wavelength relative to the surface dipole.

## The two signals

Set the incident amplitude to one. The pump inside silicon is \(t_s\hat{\mathbf y}\) or \(t_p(e_x,0,e_z)\), with

\[
t_s=\frac{2c}{c+w},\quad t_p=\frac{2n_1c}{\varepsilon_1c+w},\quad
e_x=\frac{w}{n_1},\quad e_z=-\frac{s}{n_1}.
\]

Let \(B=\zeta s/[8(w+W)]\). For s-in/s-out the surface dipole gives zero, because \(P_y\) needs \(E_z\). Hence

\[
A_{ss}=-\frac{4\pi ik_2}{W+c}\,t_s^2B\sin4\phi .
\]

For p-in/p-out, \(A_{pp}=a_0+a_4\cos4\phi\), where

\[
a_4=-\frac{4\pi ik_2t_p^2}{W+\varepsilon_2c}\,WBe_x^2,
\]
\[
a_0=\frac{4\pi ik_2t_p^2}{W+\varepsilon_2c}\Big\{W\big[2\chi_{xxz}e_xe_z-3Be_x^2\big]
+s\Big[(\chi_{zzz}-\gamma)e_z^2+(\chi_{zxx}-\gamma)e_x^2-\frac{\zeta we_z^2}{2(w+W)}\Big]\Big\}.
\]

The shift by \(-\gamma\) arises because its integrated source is \(-\gamma(s,0,w)\,\mathbf E\cdot\mathbf E/(w+W)\), and \(Ws+sw=s(w+W)\) cancels the denominator. In these signals, bulk \(\gamma\) cannot be separated from the surface elements.

The intensity is

\[
|A_{pp}|^2=|a_0|^2+\tfrac12|a_4|^2+2\,\mathrm{Re}(a_0^*a_4)\cos4\phi+\tfrac12|a_4|^2\cos8\phi .
\]

The fourfold intensity is thus mainly interference between an isotropic signal, largely from the surface here, and a bulk amplitude. A change in surface chemistry can alter the modulation without creating the fourfold source.

At 20, 45 and 70 degrees, a direct solution of Maxwell's equations with boundary matching reproduced the bulk amplitudes within a relative \(10^{-8}\). The surface amplitudes agreed within \(3\times10^{-3}\), the allowance for representing the sheet by a thin layer.

## Contribution 3: terraces

An ideal (100) terrace is only \(C_{2v}\): the two back bonds of a top atom lie in one plane, and a single-layer step turns that plane by 90 degrees. The p-in/p-out amplitudes of the two terrace kinds are \(a_0\pm b\sin2\phi\).

If terraces are much narrower than the wavelength and cover equal areas, the amplitudes average to \(a_0\), and the \(C_{4v}\) result applies. If they are wide, and the detector collects the light they diffract, the intensities average:

\[
|a_0|^2+|b|^2\sin^22\phi=|a_0|^2+\tfrac12|b|^2-\tfrac12|b|^2\cos4\phi .
\]

This is fourfold intensity without a bulk source. A fourfold *amplitude* requires four indices; a fourfold *intensity* does not.

Within the isotropic linear optics assumed here, two signals avoid the ambiguity as long as the collected light leaves close to the specular direction. The first is s-in/s-out light: with a twofold axis along the normal, the surface dipole gives none, since three in-plane indices have odd \(m\). This requires an accurately s-polarized pump. For the model values below, at 45 degrees incidence, a pump polarization error of 0.3 degrees already adds an isotropic surface amplitude about a quarter as large as the fourfold bulk one. The second is the eighth harmonic of the intensity. For a surface dipole of any symmetry, \(|m|\le3\) in amplitude limits the intensity to the sixth harmonic. In the specular direction an eighth harmonic therefore needs a higher-rank response, such as the gradient term. Both rules weaken when light diffracted through sizeable angles is collected. An s-polarized pump drives a \(P_z\propto\sin2\phi\) that alternates in sign between terraces; orders diffracted out of the plane of incidence have a component along \(y\), and the step pattern turns with \(\phi\). Take terraces described by two back bonds, with \(|b/a_0|=0.33\), regular steps along \(\langle110\rangle\), all orders collected and the model values below. For a width of 1 µm the terrace light behind an s analyzer is roughly 1.4 times the mean bulk s-in/s-out intensity, and its eighth harmonic is about 17% of the bulk one. For 10 µm these fall to about 0.14 and 2%.

## Weighing the contributions at 800 nm

Take 45 degrees incidence, rough indices \(n_1=3.7+0.006i\) and \(n_2=5.6+0.4i\), and round model values \(\chi_{zzz}=0.2\), \(\chi_{xxz}=0.02\), \(\chi_{zxx}=0.005\), \(\zeta=0.02\), \(\gamma=0.005\) nm²/V. In SI form, \(P=\varepsilon_0\chi E^2\) and the prefactor \(4\pi\) becomes 1.

With \(w\approx3.63\) and \(W\approx5.56+0.40i\), \(|w+W|\approx9.20\), so

\[
|B|\approx\frac{0.02\times0.707}{8\times9.20}\approx1.9\times10^{-4}\ \text{nm}^2/\text{V}.
\]

The resulting amplitudes, per squared pump field, are \(|a_0|=3.48\times10^{-6}\) and \(|a_4|=8.99\times10^{-8}\) nm/V. Their ratio is \(0.0258-0.0013i\), so the cos4φ weight is about \(2\times0.0258\), or 5.2% of the mean. The cos8φ weight is 0.03%. The s-in/s-out amplitude is \(5.1\times10^{-8}\) nm/V (\(2.6\times10^{-5}\) atomic units).

For s-in/p-out the isotropic and fourfold amplitudes are equal in size, \(6.4\times10^{-8}\) nm/V. This follows from the choice \(\chi_{zxx}=\gamma\), which cancels the surface part and leaves the bulk factor \(1-\cos4\phi\).

For a flat-top 100 mW, 80 MHz, 100 fs beam of 15 µm radius, the mean rates are about 8100 photons per second in p-in/p-out and 0.9 in s-in/s-out, before detection losses and in the plane-wave approximation. The spread of ray directions matters for the weaker signal: for a Gaussian beam of 15 µm waist, it raises the s-in/s-out rate by about a fifth. The cleaner signal is much the weaker.

The other contributions compare as follows.

- **Surface gradient layer.** Symmetry allows it a fourfold term. With a coefficient like that of the bulk and a thickness of 0.5 nm, against a collection depth of 6.9 nm, it supplies about 7% of the bulk amplitude. The bulk is thus the leading source by size, not by symmetry alone.
- **Static normal field.** Take 0.1 MV/cm (0.01 V/nm), uniform over the collection depth, and a rough coefficient \(\chi^{(3)}=0.1\) nm²/V² in \(P=\varepsilon_0\chi^{(3)}E^3\). Any one of the three field factors can be the static one, so \(\chi_{ijkz}\) above corresponds to \(3\chi^{(3)}\), and the added term is \(3\times0.1\times0.01\times6.9\approx0.02\) nm²/V. This is similar in size to \(\chi_{xxz}\), but the term is isotropic and its effect on the contrast is small. With an isotropic \(\chi^{(3)}\) tensor, the uniform field changes the cos4φ weight from 5.2% to 4.8% or 5.0%, depending on its sign, because the depth integral puts the term nearly a quarter cycle out of phase with the real surface elements. The uniform field is an idealization: photocarriers at \(10^{18}\) cm⁻³ would screen it over about 3 nm and reduce the term to about 0.008 nm²/V. The screened term is only about 22 degrees out of phase with the real surface elements, so, although smaller, it shifts the contrast somewhat more: the cos4φ weight becomes 4.8% or 5.6%.
- **Wide terraces.** \(|b/a_0|=0.33\) would give the same cos4φ weight. Its sign would be negative, whereas the bulk term is positive for these parameters.

## The real wafer

The optical constants and laser settings are rough values for a silicon experiment of this kind; the nonlinear coefficients are not measured values, so 5% is not a prediction for a particular wafer. The calculation also assumes exact (100) orientation, which a real wafer has only approximately. For a miscut of 0.5 degrees, tilting the response tensors, without adding step atoms, gives an s-in/s-out onefold amplitude 2.2 times the fourfold one. The raw pattern no longer looks like \(\sin^24\phi\), yet its eighth harmonic changes by only 0.015%. The same miscut gives terraces about 16 nm wide, well below the 400 nm SH wavelength, which supports coherent averaging if the two kinds cover equal areas. A regular sequence of such terraces repeats every two widths. At 45 degrees incidence it begins to diffract SH light out of the specular beam when the width exceeds \(400/[2(1+s)]\approx117\) nm, that is, for miscuts below about 0.07 degrees. This earliest onset holds at azimuths where the steps run perpendicular to the plane of incidence; with the steps parallel to it the onset is \(400/(2c)\approx283\) nm. If that light is also collected, coherent averaging can no longer be assumed. For a well-cooled wafer, an upper estimate of the steady heating is about 11 K. The photocarriers from one pulse change the pump permittivity by at most about \(1.5\times10^{-4}\) of its value, an estimate that ignores the spreading of the beam over a larger area at oblique incidence. Both effects are minor for the linear optics. Pulses follow every 12.5 ns, however, so unless surface recombination is fast, carriers can accumulate to \(10^{18}\) cm⁻³ or more, enough to screen a static field near the surface. The remaining values are in the numerical output.

## Computed results

```
C4v surface dipole, independent elements: 3
O_h bulk dipole, independent elements: 0
O_h bulk gradient, independent elements: 4
Azimuthal spread, random C4v surface (relative): 2.7e-14
Azimuthal spread, random C3v surface (relative): 0.20
Pump wavelength: 800 nm; SH wavelength: 400 nm
Pump photon energy: 1.550 eV
Angle of incidence: 45 degrees
Index at pump: 3.700+0.006j; at SH: 5.6+0.4j
chi_zzz, chi_xxz, chi_zxx: 0.2, 0.02, 0.005 nm^2/V
zeta, gamma: 0.02, 0.005 nm^2/V
zeta in atomic units: 15.47
w (pump): 3.632+0.006j; W (SH): 5.555+0.403j
SH collection depth 1/(k2|w+W|): 6.92 nm
pp isotropic amplitude |a0|: 3.483e-06 nm/V
pp fourfold amplitude |a4|: 8.991e-08 nm/V
Ratio a4/a0: 0.0258-0.0013j
pp intensity, cos4phi weight over mean: 5.15 %
pp intensity, cos8phi weight over mean: 0.0333 %
ss amplitude |A|: 5.112e-08 nm/V
ss amplitude |A| in atomic units: 2.628e-05
ps amplitude: 7.163e-08 nm/V
sp amplitudes |a0|, |a4|: 6.416e-08, 6.416e-08 nm/V
Laser: 100 mW, 80 MHz, 100 fs, spot radius 15 um
Pulse fluence: 0.177 mJ/cm2
SH photons, pp mean: 8.14e+03 per s
SH photons, ss mean: 0.876 per s
Wide terraces: |b/a0| that gives the same |cos4phi| weight: 0.330
Surface gradient layer 0.5 nm over collection depth: 0.072
dc field 0.1 MV/cm, chi3 0.1 nm^2/V^2: isotropic term 0.0208 nm^2/V
Miscut 0.5 degrees, ss onefold over fourfold amplitude: 2.18
Miscut 0.5 degrees, change of ss eighth harmonic: 0.015 %
Terrace width at 0.5 degrees: 15.6 nm
Miscut where terrace equals SH wavelength: 0.0194 degrees
Absorbed fraction of pump: 0.794
Steady heating, upper bound: 11.2 K
Photocarriers per pulse: 5.33e+17 cm^-3
Carrier change of pump permittivity (relative): 1.5e-04
```
